# Bernal Multilayer Graphene as Independent Bilayers, and the Graphite Dispersion: a program that tests the result

```python
"""Bernal N-layer graphene = bilayers with coupling lam_j = 2 g1 cos(kappa_j),
kappa_j = j pi/(N+1), j = 1..floor(N/2), plus one monolayer for odd N.
Graphite has the same block with kappa = kz d (d = layer spacing):
K is kappa = 0, H is kappa = pi/2.
g0: in-plane hopping, g1: vertical hopping, g3 and g4: skew hoppings between
adjacent layers, t2: vertical hop between second-neighbour layers (non-chain
atoms). Energies in eV; in-plane lengths in units of the lattice constant a.
The reference Hamiltonians are built from the atomic positions."""
import numpy as np
from scipy.constants import hbar, e, m_e, physical_constants
from scipy.integrate import quad
from scipy.linalg import block_diag

g0, g1 = 3.0, 0.4
g3, g4, t2 = 0.3, 0.1, -0.01
a_nm = 0.25
hartree_eV = physical_constants["Hartree energy in eV"][0]

A1 = np.array([1.0, 0.0])
A2 = np.array([0.5, np.sqrt(3) / 2])
TAU = (A1 + A2) / 3
BOND = 1 / np.sqrt(3)
K_POINT = np.array([4 * np.pi / 3, 0.0])
CELLS = [i * A1 + j * A2 for i in range(-2, 3) for j in range(-2, 3)]


def hop(l, s, m, t, step, rho, skew3, skew4, second):
    """Hopping between atom s of layer l and atom t of layer m."""
    free_a, free_b = s == l % 2, t == m % 2   # no vertical neighbour
    if step == 0 and abs(rho - BOND) < 1e-8:
        return -g0
    if abs(step) == 1 and rho < 1e-8:
        return g1
    if abs(step) == 1 and abs(rho - BOND) < 1e-8:
        return -skew3 if (free_a and free_b) else skew4
    if abs(step) == 2 and rho < 1e-8 and free_a and free_b:
        return second
    return 0.0


def stack(n, k, skew3=0.0, skew4=0.0, second=0.0, ring=False):
    """Hamiltonian of n layers from atomic positions; ring: periodic in z."""
    h = np.zeros((2 * n, 2 * n), complex)
    for l in range(n):
        for step in range(-2, 3):
            m = l + step
            if ring:
                m %= n
            elif not 0 <= m < n:
                continue
            for s in (0, 1):
                for t in (0, 1):
                    base = (m % 2 + t - l % 2 - s) * TAU
                    for cell in CELLS:
                        x = base + cell
                        amp = hop(l, s, m, t, step, np.hypot(x[0], x[1]),
                                  skew3, skew4, second)
                        if amp:
                            h[2*l+s, 2*m+t] += amp * np.exp(1j * (k @ x))
    assert np.allclose(h, h.conj().T)
    return h


def f_sum(k):
    return sum(np.exp(1j * (k @ x)) for x in (TAU, TAU - A1, TAU - A2))


def block(kappa, k, skew3=0.0, skew4=0.0):
    """Derived 4x4 block, basis A_odd, B_odd, A_even, B_even."""
    f, c = f_sum(k), 2 * np.cos(kappa)
    up = np.zeros((4, 4), complex)
    up[0, 1] = up[2, 3] = -g0 * f
    up[1, 2] = c * g1
    up[0, 3] = -c * skew3 * np.conj(f)
    up[0, 2] = up[1, 3] = c * skew4 * f
    return up + up.conj().T


def modes(n):
    """Sine waves restricted to odd or to even layers, as columns."""
    cols = []
    for j in range(1, (n + 1) // 2 + 1):
        middle = 2 * j == n + 1
        norm = np.sqrt((2 if middle else 4) / (n + 1))
        for first in ((1,) if middle else (1, 2)):
            for s in (0, 1):
                v = np.zeros(2 * n)
                for l in range(first, n + 1, 2):
                    v[2*(l-1)+s] = norm * np.sin(j * np.pi * l / (n + 1))
                cols.append(v)
    return np.array(cols).T


def four_levels(lam, phi):
    root = np.sqrt(lam**2 / 4 + phi**2)
    return np.array([-lam/2 - root, lam/2 - root, -lam/2 + root, lam/2 + root])


# Exact block form, at a generic k, with and without skew hoppings
k_generic = np.array([0.83, 1.37])
worst = 0.0
for n in range(2, 10):
    u = modes(n)
    assert u.shape == (2 * n, 2 * n)
    assert np.allclose(u.T @ u, np.eye(2 * n), atol=1e-12)
    for s3, s4 in ((0.0, 0.0), (g3, g4)):
        parts = [block(j * np.pi / (n + 1), k_generic, s3, s4)
                 for j in range(1, n // 2 + 1)]
        if n % 2:
            mono = -g0 * f_sum(k_generic)
            parts.append(np.array([[0, mono], [np.conj(mono), 0]]))
        got = u.T @ stack(n, k_generic, s3, s4) @ u
        worst = max(worst, np.abs(got - block_diag(*parts)).max())
assert worst < 1e-11
print(f"gamma0 = {g0:.1f} eV, gamma1 = {g1:.1f} eV, a = {a_nm:.2f} nm")
print(f"skew test values: gamma3 = {g3:.1f} eV, gamma4 = {g4:.1f} eV")
print(f"block form, N = 2..9, largest deviation: {worst:.1e} eV")

# Couplings read off from the levels of the film exactly at K
print("couplings lam_j/gamma1 from diagonalization at K:")
for n in range(2, 8):
    ev = np.linalg.eigvalsh(stack(n, K_POINT))
    found = np.sort(ev[ev > 1e-8])[::-1]
    rule = 2 * g1 * np.cos(np.arange(1, n // 2 + 1) * np.pi / (n + 1))
    assert len(found) == n // 2 and np.allclose(found, rule, atol=1e-10)
    zeros = int(np.sum(np.abs(ev) < 1e-8))
    assert zeros == 2 * ((n + 1) // 2)
    text = ", ".join(f"{x / g1:.4f}" for x in found)
    print(f"  N = {n}: {text}; zero levels: {zeros}")

# Five layers: levels near K
N = 5
kap = np.arange(1, 4) * np.pi / (N + 1)
lam = 2 * g1 * np.cos(kap[:2])
q = 0.05
k_near = K_POINT + np.array([q, 0.0])
phi = abs(g0 * f_sum(k_near))
direct = np.linalg.eigvalsh(stack(N, k_near))
sets = [four_levels(x, phi) for x in lam] + [np.array([-phi, phi])]
dev = np.abs(np.sort(np.concatenate(sets)) - direct).max()
assert dev < 1e-10
print(f"N = 5, k = K + q along x, q a = {q:.2f}, |phi| = {phi:.5f} eV")
for j in range(2):
    print(f"  lam_{j+1} = {lam[j]:.5f} eV = {lam[j]/hartree_eV:.6f} hartree,"
          f" kappa = {np.degrees(kap[j]):.0f} deg")
    print("    levels (eV): " + ", ".join(f"{x:.5f}" for x in sets[j]))
print("  monolayer levels (eV): " + ", ".join(f"{x:.5f}" for x in sets[2]))
print(f"  largest deviation from diagonalization: {dev:.1e} eV")

# Masses and velocity from the directly computed bands
v = np.sqrt(3) / 2 * a_nm * 1e-9 * g0 * e / hbar
mass = lam * e / (2 * v**2) / m_e
tiny = 1e-3
shift = np.array([tiny, 0.0])
bands = 0.5 * (np.linalg.eigvalsh(stack(N, K_POINT + shift))
               + np.linalg.eigvalsh(stack(N, K_POINT - shift)))
q_si = tiny / (a_nm * 1e-9)
mass_num = (hbar * q_si)**2 / (2 * bands[5:7] * e) / m_e
v_num = bands[7] * e / (hbar * q_si)
# quadratic corrections in q are below 1e-4 at this q
assert np.allclose(mass_num, mass, rtol=2e-4)
assert abs(v_num / v - 1) < 2e-4
print(f"velocity v: formula {v:.4e} m/s, from bands {v_num:.4e} m/s")
for j in range(2):
    print(f"mass m_{j+1}: formula {mass[j]:.5f} m_e,"
          f" from bands {mass_num[j]:.5f} m_e")
print(f"graphite mass at K (kz = 0): {g1*e/v**2/m_e:.5f} m_e")

# Graphite: periodic stack of 12 layers, kz d = 2 pi n/12
M = 12
ring_kappa = 2 * np.pi * np.arange(M // 2) / M
for k in (K_POINT, k_near, k_generic):
    ring = np.linalg.eigvalsh(stack(M, k, ring=True))
    strength = abs(g0 * f_sum(k))
    rule = np.sort(np.concatenate(
        [four_levels(2 * g1 * np.cos(x), strength) for x in ring_kappa]))
    assert np.allclose(ring, rule, atol=1e-10)
    ring = np.linalg.eigvalsh(stack(M, k, g3, g4, ring=True))
    rule = np.sort(np.concatenate(
        [np.linalg.eigvalsh(block(x, k, g3, g4)) for x in ring_kappa]))
    assert np.allclose(ring, rule, atol=1e-10)
print("graphite on the line K-H (phi = 0), levels in eV:")
for x in (0, np.pi / 6, np.pi / 3, np.pi / 2):
    lev = np.linalg.eigvalsh(block(x, K_POINT))
    print(f"  kz d = {np.degrees(x):2.0f} deg: "
          + ", ".join(f"{y + 0.0:.4f}" for y in np.round(lev, 10) + 0.0))

# Approach of the largest coupling to the graphite value at K
print("2 gamma1 - lam_1: diagonalization, estimate gamma1 pi^2/(N+1)^2:")
for n in (5, 20, 60):
    gap = 2 * g1 - np.linalg.eigvalsh(stack(n, K_POINT))[-1]
    est = g1 * np.pi**2 / (n + 1)**2
    assert abs(gap / est - 1) < 1.0 / (n + 1)**2 * np.pi**2 / 12 * 1.05
    print(f"  N = {n:2d}: {gap:.6f} eV, {est:.6f} eV")

# Sum of negative levels: bulk term plus surface term
k_sum = K_POINT + np.array([0.15, 0.0])
phi_s = abs(g0 * f_sum(k_sum))


def negative_sum_per_layer(x):
    """Half of the sum of the two negative levels of the graphite block."""
    return 0.5 * np.linalg.eigvalsh(block(x, k_sum))[:2].sum()


mean = quad(negative_sum_per_layer, 0, np.pi, epsabs=1e-12)[0] / np.pi
surface = mean - negative_sum_per_layer(0.0)
root_mean = quad(lambda x: -np.hypot(g1*np.cos(x), phi_s), 0, np.pi)[0] / np.pi
assert abs(mean - root_mean) < 1e-9
print(f"sum of negative levels at q a = 0.15, |phi| = {phi_s:.5f} eV:")
print(f"  graphite per layer {mean:.6f} eV, surface term {surface:.6f} eV")
decay = np.arcsinh(phi_s / g1)
for n in (2, 5, 20):
    ev = np.linalg.eigvalsh(stack(n, k_sum))
    total = ev[ev < 0].sum()
    two_term = n * mean + surface
    bound = 2 * (n + 1) * g1 * np.exp(-2 * (n + 1) * decay) + 1e-9
    assert abs(total - two_term) < bound
    print(f"  N = {n:2d}: film {total:.6f} eV, bulk + surface"
          f" {two_term:.6f} eV")

# Second-neighbour layers couple the blocks through the film surfaces
n = 6
u = modes(n)
mixed = u.T @ stack(n, k_generic, second=t2) @ u
angle = np.pi / (n + 1)
expected = 4 * t2 * np.sin(angle) * np.sin(2 * angle) / (n + 1)
assert abs(mixed[0, 4] - expected) < 1e-12 and abs(expected) > 1e-4
print(f"N = 6, t2 = {t2:.3f} eV: coupling of blocks 1 and 2:"
      f" {mixed[0, 4].real:.6f} eV")
print("checks complete")
```

Printed output:

```
gamma0 = 3.0 eV, gamma1 = 0.4 eV, a = 0.25 nm
skew test values: gamma3 = 0.3 eV, gamma4 = 0.1 eV
block form, N = 2..9, largest deviation: 7.1e-15 eV
couplings lam_j/gamma1 from diagonalization at K:
  N = 2: 1.0000; zero levels: 2
  N = 3: 1.4142; zero levels: 4
  N = 4: 1.6180, 0.6180; zero levels: 4
  N = 5: 1.7321, 1.0000; zero levels: 6
  N = 6: 1.8019, 1.2470, 0.4450; zero levels: 6
  N = 7: 1.8478, 1.4142, 0.7654; zero levels: 8
N = 5, k = K + q along x, q a = 0.05, |phi| = 0.12895 eV
  lam_1 = 0.69282 eV = 0.025461 hartree, kappa = 30 deg
    levels (eV): -0.71604, -0.02322, 0.02322, 0.71604
  lam_2 = 0.40000 eV = 0.014700 hartree, kappa = 60 deg
    levels (eV): -0.43797, -0.03797, 0.03797, 0.43797
  monolayer levels (eV): -0.12895, 0.12895
  largest deviation from diagonalization: 4.4e-16 eV
velocity v: formula 9.8679e+05 m/s, from bands 9.8679e+05 m/s
mass m_1: formula 0.06257 m_e, from bands 0.06257 m_e
mass m_2: formula 0.03612 m_e, from bands 0.03613 m_e
graphite mass at K (kz = 0): 0.07225 m_e
graphite on the line K-H (phi = 0), levels in eV:
  kz d =  0 deg: -0.8000, 0.0000, 0.0000, 0.8000
  kz d = 30 deg: -0.6928, 0.0000, 0.0000, 0.6928
  kz d = 60 deg: -0.4000, 0.0000, 0.0000, 0.4000
  kz d = 90 deg: 0.0000, 0.0000, 0.0000, 0.0000
2 gamma1 - lam_1: diagonalization, estimate gamma1 pi^2/(N+1)^2:
  N =  5: 0.107180 eV, 0.109662 eV
  N = 20: 0.008935 eV, 0.008952 eV
  N = 60: 0.001061 eV, 0.001061 eV
sum of negative levels at q a = 0.15, |phi| = 0.38091 eV:
  graphite per layer -0.470578 eV, surface term 0.081775 eV
  N =  2: film -0.860452 eV, bulk + surface -0.859381 eV
  N =  5: film -2.271111 eV, bulk + surface -2.271115 eV
  N = 20: film -9.329788 eV, bulk + surface -9.329788 eV
N = 6, t2 = -0.010 eV: coupling of blocks 1 and 2: -0.001938 eV
checks complete
```
